\section*{Absolute core-excitation energies from pseudopotential cells with an isolated-atom correction}

\section{What a shift of the energy zero allows}

A pseudopotential calculation leaves out the core electrons and with them a large energy. Nothing in the valence problem fixes that energy. We may add a constant $a$ to the total energy for each atom X with a full core, and another constant $b$ for each atom X with a core hole. Densities, forces and valence levels stay the same.

Let $D_{\rm PP}$ be the energy of a cell containing one core-excited atom minus that of the same cell in its ground state. The shift of zeros gives
\begin{equation}
D_{\rm PP}\to D_{\rm PP}+(b-a).
\end{equation}
A physical excitation energy cannot depend on $a$ or $b$, so $D_{\rm PP}$ alone is not one. The difference of $D_{\rm PP}$ between two environments of X is free of the constants and can have physical meaning. If it is to equal the difference of the excitation energies, $D_{\rm PP}$ must enter with coefficient one:
\begin{equation}
E_{\rm exc}=D_{\rm PP}({\rm cell})+C,\qquad C\to C-(b-a).
\label{eq:form}
\end{equation}
Here $C$ belongs to the element and its two pseudopotentials, not to the cell. One environment in which the all-electron answer is known determines it. The isolated atom is the cheapest. Requiring (\ref{eq:form}) to hold there gives
\begin{equation}
C=D_{\rm AE}({\rm atom})-D_{\rm PP}({\rm atom}),
\label{eq:C}
\end{equation}
where AE means all-electron. The second term carries the required shift $-(b-a)$.

The missing constant is large. For the carbon $1s\to2\pi^*$ excitation of CO treated below, $D_{\rm PP}=-105.626$ eV. The sign is negative because the core-hole ion has charge 5 instead of 4 and binds its five valence electrons more strongly, while the cost of opening the core is not counted.

Two questions remain. An atom can be given many valence configurations: does $C$ depend on the choice? And how well does a number taken from an atom serve in a bond?

\section{Separating the two configuration choices}

Let $v=(n_{2s},n_{2p})$ denote the valence occupations of the full-core atom and $v^*$ those of the core-hole atom. Define
\begin{equation}
K(v)=E_{\rm AE}(v)-E_{\rm PP}(v),\qquad
K^*(v^*)=E^*_{\rm AE}(v^*)-E^*_{\rm PP}(v^*).
\end{equation}
Writing out (\ref{eq:C}) and regrouping by atom rather than by method,
\begin{align}
C(v,v^*)&=[E^*_{\rm AE}(v^*)-E_{\rm AE}(v)]-[E^*_{\rm PP}(v^*)-E_{\rm PP}(v)]\nonumber\\
&=K^*(v^*)-K(v).
\label{eq:sep}
\end{align}
The choices therefore act separately. Each configuration must be the same in the all-electron and pseudopotential calculations; otherwise a valence excitation energy enters $C$.

For a cell, write the all-electron energies as
\begin{align}
E_{\rm AE}^{\rm cell}&=E_{\rm PP}^{\rm cell}+K+K_{\rm others}+\delta,\\
E_{\rm AE}^{*\,\rm cell}&=E_{\rm PP}^{*\,\rm cell}+K^*+K_{\rm others}+\delta^*,
\end{align}
which defines the transfer errors $\delta$ and $\delta^*$. If the cores were rigid and the pseudopotentials perfectly transferable, both would vanish. Subtracting the first line from the second removes $K_{\rm others}$:
\begin{equation}
D_{\rm AE}^{\rm cell}=D_{\rm PP}^{\rm cell}+C+(\delta^*-\delta).
\label{eq:transfer}
\end{equation}
The corrected energy thus exceeds the all-electron one by $\delta-\delta^*$. Errors common to the two states cancel.

\section{Why the configuration matters only at second order}

Strict independence of $C$ from the configuration would require $K$ and $K^*$ to be constant. Real cores relax, so this is too much to ask. A weaker statement follows from the way the pseudopotentials are made.

In Kohn--Sham theory with occupations $f_i$ and orthonormal orbitals,
\begin{equation}
E=\sum_i f_i\langle\phi_i|T+V|\phi_i\rangle+E_{\rm Hxc}[n],\qquad
n=\sum_i f_i|\phi_i|^2 .
\end{equation}
Here $T$ is the kinetic operator, $V$ the external or ionic potential, and $E_{\rm Hxc}$ the Hartree plus exchange-correlation energy. Change $f_i$ and let all orbitals relax. With $v_{\rm Hxc}=\delta E_{\rm Hxc}/\delta n$ and $H=T+V+v_{\rm Hxc}$,
\begin{equation}
\frac{\partial E}{\partial f_i}=\langle\phi_i|H|\phi_i\rangle
+\sum_j f_j\left(\left\langle\frac{\partial\phi_j}{\partial f_i}\middle|H\phi_j\right\rangle+{\rm c.c.}\right).
\end{equation}
Since $H\phi_j=\epsilon_j\phi_j$, the bracket is $\epsilon_j\,\partial\langle\phi_j|\phi_j\rangle/\partial f_i=0$. Hence $\partial E/\partial f_i=\epsilon_i$, which is Janak's theorem. Core relaxation is included in the orbital response and drops out at first order.

Applying the theorem to both methods gives
\begin{equation}
\frac{\partial K}{\partial n_i}=\epsilon_i^{\rm AE}-\epsilon_i^{\rm PP}.
\label{eq:slope}
\end{equation}
The pseudopotential is constructed so that these eigenvalues agree at a reference configuration. There $K$ is stationary, and a Taylor expansion begins with
\begin{equation}
K(v)-K({\rm ref})=\tfrac12\sum_{ij}\delta n_i\,\delta n_j
\left(h_{ij}^{\rm AE}-h_{ij}^{\rm PP}\right)+O(\delta n^3),
\quad h_{ij}=\frac{\partial\epsilon_i}{\partial n_j}.
\label{eq:second}
\end{equation}
The same holds for $K^*$ about its own reference. The remaining dependence is a mismatch of hardnesses: the two atoms respond differently to a change of valence charge. This result needs matched eigenvalues in both pseudopotentials and the same functional throughout.

\section{Building the two pseudopotentials}

The derivation sets the design requirements: match the eigenvalues at the reference, and make the response nearby as similar as possible. In atomic units the radial function $u=rR$ obeys
\begin{equation}
-\tfrac12u''+\left[\frac{l(l+1)}{2r^2}+V\right]u=\epsilon u .
\label{eq:radial}
\end{equation}
The value of norm conservation appears on differentiating with respect to $\epsilon$, marked by a dot, at fixed $V$. Multiply the differentiated equation by $u$, multiply (\ref{eq:radial}) by $\dot u$, and subtract:
\begin{equation}
-\tfrac12(u\dot u''-\dot u u'')=u^2 .
\end{equation}
The left side is $-\frac12(u\dot u'-\dot u u')'$. Integrating from the origin, where $u=\dot u=0$, to the pseudization radius $r_c$ gives
\begin{equation}
-\frac{u^2}{2}\frac{\partial}{\partial\epsilon}\left(\frac{u'}{u}\right)\bigg|_{r_c}
=\int_0^{r_c}u^2\,dr .
\end{equation}
Equal norms inside $r_c$ therefore give equal first energy derivatives of the logarithmic derivative, so scattering agrees near the reference energy as well as at it.

The Troullier--Martins form inside $r_c$ is
\begin{equation}
u=r^{l+1}e^{p(r)},\qquad p=c_0+c_2r^2+c_4r^4+\dots+c_{12}r^{12}.
\end{equation}
Then $u'/u=(l+1)/r+p'$, and
\begin{align}
\frac{u''}{u}&=\left(\frac{u'}{u}\right)'+\left(\frac{u'}{u}\right)^2\nonumber\\
&=\frac{l(l+1)}{r^2}+\frac{2(l+1)p'}{r}+p''+p'^2 .
\end{align}
Inserting this in (\ref{eq:radial}), the centrifugal terms cancel:
\begin{equation}
V_{\rm scr}=\epsilon+\frac{(l+1)p'}{r}+\tfrac12(p''+p'^2).
\end{equation}
Near the origin the coefficient of $r^2$ is
\begin{equation}
4(l+1)c_4+6c_4+2c_2^2=2[(2l+5)c_4+c_2^2].
\end{equation}
Setting it to zero makes the potential flat there. This condition, the norm, and continuity of $p$ and its first four derivatives at $r_c$ give seven equations for the seven coefficients. The equations are nonlinear and can have more than one solution; the one with the smallest $|c_2|$ is used here.

The screened potential contains the valence electrons of the reference atom. They must be removed before use elsewhere:
\begin{equation}
V_{\rm ion}=V_{\rm scr}-V_{\rm H}[n_v]-v_{\rm xc}[n_v],
\end{equation}
with $n_v$ the pseudo-valence density. Exchange-correlation is not linear in the density, so this step neglects a core--valence term that can vary with the environment. It can contribute to the hardness mismatch.

For carbon the references are $1s^22s^22p^2$ and $1s^12s^22p^3$. The procedure is then:
\begin{enumerate}
\item Generate an ordinary and a core-hole pseudopotential.
\item Evaluate (\ref{eq:C}) for the reference atoms, and repeat for other configurations to measure the spread.
\item Compute the neutral cell in both states with these potentials, including the changed ion--ion energy, and add $C$.
\item Change $r_c$, recompute $C$, and repeat the cell calculation.
\end{enumerate}
The last step can reveal errors that the second does not, as the example will show.

\section{The correction for carbon}

The level of theory is the local-density approximation (LDA), with Slater exchange and VWN correlation, for spherical, spin-unpolarized, nonrelativistic atoms. The carbon radius is $r_c=0.635$ \AA{} for both core states. There are separate $s$ and $p$ potentials, and the $p$ potential also acts on higher $l$. At the references the valence eigenvalues agree to $1.4\times10^{-4}$ eV. The correction is
\begin{equation}
C=287.031-(-108.262)=395.293\ {\rm eV}.
\end{equation}

The changes of $K$ and $K^*$ from their reference values are, in meV (a finer radial grid moves the entries by up to 0.2 meV):
\begin{center}
\begin{tabular}{lr@{\qquad}lr}
full core & $\Delta K$ & core hole & $\Delta K^*$\\
$2s^22p^2$ & 0 & $2s^22p^3$ & 0\\
$2s^12p^3$ & 9.3 & $2s^12p^4$ & 5.2\\
$2s^22p^1$ & 9.0 & $2s^22p^2$ & 6.2\\
$2s^12p^2$ & 5.8 & $2s^12p^3$ & $-0.3$
\end{tabular}
\end{center}
By (\ref{eq:sep}) the four choices on each side combine into sixteen corrections. Their spread is the sum of the two ranges, $9.3+(6.2+0.3)=15.8$ meV, and they lie between 395.283 and 395.299 eV. Promotion or removal of a whole valence electron thus changes $C$ by at most 10 meV from its reference value within this set.

The mechanism can be checked in three ways. Varying $n_{2p}$ by $\pm0.1$ about the full-core reference gives a slope of $K$ of 0.02 meV per electron, consistent with stationarity. The curvature from total energies is 3.99 meV per electron squared, against 4.03 from the eigenvalues through (\ref{eq:second}). For a finite change, integrating (\ref{eq:slope}) from $n_{2p}=3$ to 2 in the core-hole atom gives 6.185 meV, against 6.184 from total energies.

Second order does not mean that the quadratic term suffices for a whole electron. Removing one $2p$ electron from the full-core atom should cost $\frac12(4.03)=2.0$ meV by that term, but the actual change is 9.0 meV. Higher orders supply most of it. Stationarity describes the neighbourhood of the reference; the smallness of the changes in the table is a numerical finding for these potentials.

\section{Transfer to a molecule}

A scheme for supercells should be judged where the all-electron answer is also available. A free CO molecule is the large-cell limit of a neutral molecule in a periodic box, and it allows both calculations. The bond length is 1.13 \AA. Oxygen is pseudized with radius 0.556 \AA. In the excited state one electron leaves the carbon $1s$ level, and half an electron enters each of the two degenerate $2\pi^*$ orbitals, which preserves axial symmetry.

Both methods use the same 87 uncontracted Gaussians. With exponents in bohr$^{-2}$, carbon has eight $s$ functions $0.09\times1.9^k$ ($k$ from 0) continued by seven at ratio 2.5, eight $p$ functions $0.07\times2^k$ continued by one at ratio 2.5, and a $d$ function at 0.6. Oxygen has fourteen $s$ functions $0.12\times2.4^k$, seven $p$ functions $0.08\times2.6^k$, and a $d$ function at 1.1.

The corrected energy is
\begin{equation}
E_{\rm exc}=-105.626+395.293=289.667\ {\rm eV},
\end{equation}
while the all-electron calculation gives 289.577 eV. The difference is 0.09 eV. The last digits of the two energies belong to this basis: a larger one, with 106 functions, closely spaced exponents on both atoms and two $d$ shells on each (not part of the output below), lowers both by 0.05 eV and changes their difference by about 3 meV. The difference also contains a basis term, because $C$ comes from the radial grid while the molecule is treated with Gaussians. In the atom the 87-function carbon basis raises $D_{\rm AE}$ by 9.4 meV and $D_{\rm PP}$ by 1.4 meV. Taking $C$ in the same basis removes this term and gives $89.6+9.4-1.4=97.6$ meV; a basis of 116 functions with $f$ shells (not part of the output below) gives 100 meV by the same route. The transfer error is thus about 0.10 eV, and the errors tabulated below are low by roughly 8 meV. Relative to the whole excitation energy the difference is 0.03\%, but the fairer measure is the change from atom to molecule, since the atom was used to fix $C$. That change is $289.577-287.031=2.546$ eV with all electrons and $-105.626+108.262=2.636$ eV with pseudopotentials, so the error is about 3.5\% of it, or 3.8\% with $C$ taken in the same basis.

The error is also about six times the 16 meV configuration spread. Insensitivity to the atomic configuration therefore does not guarantee accuracy in the cell. The atomic variations change spherical occupations. A bond also brings a neighbour's potential that varies across the carbon sphere, and that response is not sampled by them; its share of the error was not isolated. The oxygen pseudopotential contributes too: treating oxygen with all its electrons, in the 116-function basis, lowers the error by about 27 meV.

The dependence on the radius also shows that the transfer is imperfect. Keep the ordinary carbon and the oxygen pseudopotentials fixed, change only the core-hole radius, and recompute $C$ each time. The energy changes relative to $r_c=0.635$ \AA, and the final error relative to the all-electron molecule, are in meV:
\begin{center}
\begin{tabular}{lrrrr}
$r_c$ (\AA) & $\Delta D_{\rm PP}$ & $\Delta C$ & sum & error\\
0.556 & $-105$ & 62 & $-43$ & 46\\
0.635 & 0 & 0 & 0 & 90\\
0.741 & 258 & $-110$ & 148 & 238
\end{tabular}
\end{center}
The atomic correction removes part of the radius dependence, not all of it. In the excited state with the smallest radius, the carbon and oxygen spheres just fit into the bond, $0.556+0.556=1.11$ \AA. (In the ground state the ordinary carbon sphere stays at 0.635 \AA{} and overlaps oxygen slightly in every row.) At 0.635 \AA{} they overlap slightly, and at 0.741 \AA{} by 0.17 \AA. The error grows through this sequence. Overlap is not the cause. In the 116-function basis the two shifts are $-36$ and $+139$ meV, so the tabulated values depend on the basis by up to about 9 meV, and with all-electron oxygen, which has no sphere to overlap, these shifts stay the same within 1 meV. The growth belongs to the larger carbon sphere itself.

Judged from the atom, the carbon basis is not the main cause of these shifts. In the core-hole pseudo-atom the basis error changes by 2 meV at the small radius and 15 meV at the large one, well below the shifts of 43 and 148 meV. The basis still needs care: the Gaussian value of $D_{\rm PP}$(atom) differs from the radial-grid value by 1.4 meV here, but by 55 meV when carbon has the wider exponent ratios used for oxygen. Oxygen keeps the wider ratios. Their share of the 0.05 eV basis shift noted above was not separated.

\section{Periodic images, and the charged case}

In a periodic cell the molecule also interacts with its images. For a cubic cell of edge $L$ and volume $L^3$, let $\psi(\mathbf r)$ be the zero-average potential of a lattice of unit charges with neutralizing background, after removal of the central $1/r$. The central charge is gone but the background remains, so $\nabla^2\psi=4\pi/L^3$ near the origin. Cubic symmetry permits no other quadratic term than $r^2$, and $\nabla^2r^2=6$; hence
\begin{equation}
\psi=\psi_0+\frac{2\pi}{3L^3}r^2+O(r^4/L^5).
\end{equation}
The image energy of a neutral charge density $\rho$ with dipole $\mathbf p$ is
\begin{align}
E_{\rm im}&=\tfrac12\iint\rho(\mathbf r)\rho(\mathbf r')\psi(\mathbf r-\mathbf r')\,d^3r\,d^3r'\nonumber\\
&=\frac{\pi}{3L^3}\iint\rho\rho'(r^2+r'^2-2\mathbf r\cdot\mathbf r')\,d^3r\,d^3r'
=-\frac{2\pi p^2}{3L^3}.
\end{align}
Neutrality removes the constant and both square terms. A direct Ewald sum for two opposite unit charges 0.529 \AA{} apart in a 10 \AA{} cell agrees with this leading term to 0.4\%.

The all-electron dipoles in this basis are 0.0470 $e$\AA{} in the ground state and 0.1369 $e$\AA{} in the excited state; more diffuse functions lower the second by about 0.005 $e$\AA, which does not matter here. With $e^2/4\pi\varepsilon_0=14.40$ eV\,\AA{} and $L=10$ \AA,
\begin{equation}
\Delta E_{\rm im}=-\frac{2\pi(14.40)}{3(1000)}\left(0.1369^2-0.0470^2\right)
=-0.0005\ {\rm eV}.
\end{equation}
The next term, of order $L^{-5}$, involves the quadrupole and octupole moments and adds about $-0.0001$ eV. This electrostatic error is negligible here. The estimate assumes that neighbouring densities do not overlap, which a diffuse final orbital could violate.

If the electron is removed from the cell instead, its charge is $+1$. A shift $\phi_0$ of the electrostatic potential then changes $D_{\rm PP}$ by $e\phi_0$. The atomic correction cannot cancel this, because the zero of potential belongs to the cell. Core ionization therefore also requires a potential reference and a charged-image correction; the neutral excitation needs neither, provided the cell is large enough to keep the images apart.

\section{What the absolute number can support}

Carbon $K$ edges lie at roughly 290 eV. That rough agreement does not establish accuracy: the treatment of spin, discussed below, shifts the computed energy by several eV. At best, the atomic correction reproduces the chosen all-electron theory, including its errors.

The functional matters far more than the pseudopotential step. Replacing LDA by PBE raises the all-electron atomic excitation energy by 3.0 eV, over thirty times the transfer error in CO. Combining a PBE value of $D_{\rm AE}$(atom) with LDA pseudopotential energies would put this whole amount into $C$. The result would no longer approximate all-electron LDA, as (\ref{eq:transfer}) assumes. It would lie near the PBE value only to the extent that the shift is the same in atom and cell; for unpolarized CO the two shifts differ by about 0.06 eV (not part of the output below). Scalar relativity adds 0.11 eV in the atom, comparable with the transfer error.

A real final state also has a definite spin. For one electron left in the core orbital $c$ and one in $\pi^*$, the spatial states are $(c\pi^*\pm\pi^*c)/\sqrt2$, with repulsion $J\pm K_x$. Here $J$ is the direct and $K_x$ the exchange integral. The plus sign belongs to the singlet, so the singlet lies higher by $2K_x$. With the computed orbitals this is 1.4 eV, an estimate that omits further relaxation and correlation. The spin-unpolarized calculation does not resolve the two states, nor does it lie between them. It treats the single $1s$ electron as half spin-up and half spin-down, which weakens its LDA exchange energy. Spin-polarized LDA for the same molecule, in a basis of 88 functions (not part of the output below), puts the triplet about 7.4 eV below the unpolarized result. The singlet, estimated as twice the mixed-spin energy minus the triplet energy, lies about 5.9 eV below it. An absolute energy therefore needs a spin-polarized core hole; the unpolarized number serves here only to test the transfer of $C$. Vibrations and core-hole lifetime are left out and have not been sized.

For this molecule, then, the pseudopotential step costs about 0.1 eV at the main radius, whereas spin polarization shifts the LDA energy by 6 to 7 eV. The change of functional, computed for the atom, amounts to 3 eV. Shifts between similar environments may benefit from cancellation of these larger errors, but that is a conjecture here, since one molecule was computed. The full numerical output follows.

\section*{Table of computed values}
\begin{verbatim}
CO bond length: 1.130 angstrom
C, O pseudization radii: 0.6350, 0.5556 angstrom
Gaussian functions in CO: 87
largest reference eigenvalue mismatch: 1.39e-04 eV
atom D_AE (reference): 287.031 eV
atom D_PP (reference): -108.262 eV
correction C (reference): 395.293 eV
K-K_ref, full core, 2s2 2p2: 0.00 meV
K-K_ref, full core, 2s1 2p3: 9.32 meV
K-K_ref, full core, 2s2 2p1: 8.97 meV
K-K_ref, full core, 2s1 2p2: 5.82 meV
K-K_ref, core hole, 2s2 2p3: 0.00 meV
K-K_ref, core hole, 2s1 2p4: 5.15 meV
K-K_ref, core hole, 2s2 2p2: 6.18 meV
K-K_ref, core hole, 2s1 2p3: -0.28 meV
smallest of 16 corrections: 395.283 eV
largest of 16 corrections: 395.299 eV
spread of corrections: 15.8 meV
slope of K in n_2p at reference: 0.017 meV
curvature of K from energies: 3.99 meV
hardness mismatch from eigenvalues: 4.03 meV
quadratic estimate, full core 2s2 2p1: 2.02 meV
K change, core hole 2p3 to 2p2, energies: 6.184 meV
same, integrated eigenvalue mismatch: 6.185 meV
Gaussian minus radial atom D_AE: 9.36 meV
Gaussian minus radial atom D_PP: 1.36 meV
same D_PP error, sparse valence basis: 54.84 meV
CO D_PP (raw): -105.626 eV
CO corrected excitation energy: 289.667 eV
CO all-electron excitation energy: 289.577 eV
corrected minus all-electron: 89.6 meV
other core-hole C radius: 0.5556 angstrom
  change of CO D_PP: -105.4 meV
  change of C: 62.2 meV
  change of corrected energy: -43.3 meV
  change of atomic basis error: 1.9 meV
  corrected minus all-electron: 46.3 meV
other core-hole C radius: 0.7408 angstrom
  change of CO D_PP: 258.1 meV
  change of C: -109.7 meV
  change of corrected energy: 148.3 meV
  change of atomic basis error: 15.0 meV
  corrected minus all-electron: 237.9 meV
scalar relativity, atomic excitation: 0.107 eV
PBE minus LDA, atomic excitation: 3.010 eV
singlet-triplet exchange estimate 2K_x: 1.379 eV
CO dipoles, ground and excited (C to O positive): 0.0470, 0.1369 e angstrom
cubic cell edge for image estimate: 10.0 angstrom
dipole image shift of excitation: -0.50 meV
Ewald / image formula, unit dipole: 1.00416
\end{verbatim}
